**Step meandering caused by an Ehrlich-Schwoebel barrier**

The program examines a growing step train with mean terrace width $l$ and kinetic lengths $d_+$ and $d_-$ for attachment from the lower and upper terrace. For $d_->d_+$, differences in terrace width decay, while long-wave in-phase meanders of wavenumber $q$ grow. The program asserts that the linear growth rates agree with a least-squares solution of the diffusion problem between slightly deformed steps, for several wavenumbers, phase shifts and kinetics. It also asserts agreement of the width-mode rates with time integration of straight trains, and of the atom shares with a lattice hopping model. Further assertions cover the long-wave law, the position of the fastest mode and the cutoff. In the example, alternating widths decay at 1.39 per monolayer, while the fastest meander, of wavelength 128.6 nm, grows at 0.0123 per monolayer. Exchanging $d_+$ and $d_-$ reverses both signs: the meander decays and alternating widths grow.

## Numerical check

```python
"""
Result under test: an Ehrlich-Schwoebel barrier damps terrace-width fluctuations
of a growing step train, but makes its straight steps unstable to meandering.

The surface descends along +x; steps advance along +x during deposition.
  l         mean terrace width            a        lattice spacing
  d_low     D/k for attachment from the lower terrace (in front of the step)
  d_up      D/k for attachment from the upper terrace (behind the step)
  u         D*(coverage - equilibrium coverage)/(deposition rate), in nm^2
  cap       D*theta_eq*Gamma/(deposition rate), capillary parameter in nm^3
  q, phi    wavenumber along the step, phase shift from one step to the next
Growth rates are per deposited monolayer (ML), so time is measured in ML.
Linear formula: mode_rate. Independent side: diffusion solved between steps of
finite deformation, time integration of straight trains, lattice hopping.
"""
import numpy as np
from scipy.constants import k as k_B, e as e_charge
from scipy.integrate import solve_ivp
from scipy.optimize import brentq, minimize_scalar

# ---------- model parameters (nm, s, eV, K) ----------
a = 0.25
l = 5.0
temperature = 500.0
barrier = 0.2
dep_rate = 0.02
D = 1.0e7
theta_eq = 2.0e-6
stiffness = 0.3
kT = k_B * temperature / e_charge
Gamma = a**2 * stiffness / kT
cap = D * theta_eq * Gamma / dep_rate
boltz = np.exp(barrier / kT)
d_small = a / 2
d_large = a * (boltz - 0.5)
kinetics = {"normal barrier": (d_small, d_large),
            "no barrier": (d_small, d_small),
            "inverted barrier": (d_large, d_small)}


def mode_rate(q, phi, d_low, d_up, B):
    """Derived complex growth rate per ML of a meander mode."""
    d = d_low + d_up
    S, C = np.sinh(q * l), np.cosh(q * l)
    delta = S / q + d * C + q * d_low * d_up * S
    shift = 1 - np.cos(phi)
    flux = (d_up - d_low) / (l + d) * (
        q * l * S * (d + l / 2) - d * (C - 1) - d * shift)
    line = -B * q**2 * (2 * (C - 1) + q * d * S + 2 * shift)
    return (flux + line + 1j * (l + d) * np.sin(phi)) / delta


def width_rate(phi, d_low, d_up):
    """Derived complex growth rate per ML for straight steps."""
    damping = (d_up**2 - d_low**2) / (l + d_low + d_up)**2
    return -(1 - np.cos(phi)) * damping + 1j * np.sin(phi)


def measured_sides(q, phi, d_low, d_up, B, amp=1e-3 * l):
    """Solve the diffusion problem between two deformed steps.

    Returns the lower-side and upper-side parts of the growth rate.
    Harmonic functions are fitted to the full boundary conditions.
    """
    n_y, n_harm = 24, 6
    y = 2 * np.pi / q * np.arange(n_y) / n_y
    rows, rhs, normal_ops = [], [], []
    for base, phase, length, sign in ((0.0, 0.0, d_low, 1.0),
                                      (l, phi, d_up, -1.0)):
        arg = q * y + phase
        x = base + amp * np.cos(arg)
        slope = -amp * q * np.sin(arg)
        metric = np.sqrt(1 + slope**2)
        curvature = amp * q**2 * np.cos(arg) / metric**3
        value = [np.ones(n_y), x]
        normal = [np.zeros(n_y), np.ones(n_y)]
        for m in range(1, n_harm + 1):
            p = m * q
            for ex, px in ((np.exp(p * (x - l)), p), (np.exp(-p * x), -p)):
                value += [ex * np.cos(p * y), ex * np.sin(p * y)]
                normal += [ex * (px * np.cos(p * y) + slope * p * np.sin(p * y)),
                           ex * (px * np.sin(p * y) - slope * p * np.cos(p * y))]
        value, normal = np.array(value).T, np.array(normal).T
        # condition: sign*length*(normal derivative) = u - B*curvature
        rows.append(sign * length * normal / metric[:, None] - value)
        rhs.append(-B * curvature + sign * length * x / metric - x**2 / 2)
        normal_ops.append((normal, x, arg, sign))
    coef = np.linalg.lstsq(np.vstack(rows), np.concatenate(rhs), rcond=None)[0]
    parts, mean_speed = [], 0.0
    for normal, x, arg, sign in normal_ops:
        inflow = sign * (normal @ coef - x)
        mean_speed += inflow.mean()
        parts.append(2 * np.mean(inflow * np.exp(-1j * arg)) / amp)
    assert abs(mean_speed - l) < 1e-7 * l      # every deposited atom is used
    return parts


def measured_rate(q, phi, d_low, d_up, B):
    return sum(measured_sides(q, phi, d_low, d_up, B))


def straight_speeds(positions, d_low, d_up):
    """Speeds of straight steps from the boundary conditions on each terrace."""
    n = len(positions)
    w = np.roll(positions, -1) - positions
    w[-1] += n * l
    matrix = np.zeros((n, 2, 2))
    matrix[:, 0, 0], matrix[:, 0, 1] = -1.0, d_low
    matrix[:, 1, 0], matrix[:, 1, 1] = 1.0, w + d_up
    right = np.zeros((n, 2, 1))
    right[:, 1, 0] = w**2 / 2 + d_up * w
    gradient = np.linalg.solve(matrix, right)[:, 1, 0]
    return gradient + np.roll(w - gradient, 1)


def evolve(positions, layers, d_low, d_up):
    result = solve_ivp(lambda t, x: straight_speeds(x, d_low, d_up),
                       (0, layers), positions, rtol=1e-9, atol=1e-10)
    assert result.success
    return result.y[:, -1]


# ---------- lattice hopping fixes the kinetic lengths ----------
sites = int(round(l / a))


def lattice_split(exit_low, exit_up):
    """Share of atoms leaving a terrace at its ascending step."""
    W = np.zeros((sites, sites))
    for i in range(sites):
        for j in (i - 1, i + 1):
            if 0 <= j < sites:
                W[i, i] += 1
                W[j, i] -= 1
    W[0, 0] += exit_low
    W[-1, -1] += exit_up
    occupation = np.linalg.solve(W, np.ones(sites))
    return exit_low * occupation[0] / sites


exits = {"normal barrier": (1.0, 1 / boltz), "no barrier": (1.0, 1.0),
         "inverted barrier": (1 / boltz, 1.0)}
splits = {}
for name, (dl, du) in kinetics.items():
    splits[name] = lattice_split(*exits[name])
    assert abs(splits[name] - (du + l / 2) / (l + dl + du)) < 1e-10

# ---------- straight trains, integrated in time ----------
index = np.arange(8)
for dl, du in kinetics.values():
    for phi in (np.pi / 4, np.pi):
        start = index * l + 1e-3 * l * np.cos(index * phi)
        end = evolve(start, 1.0, dl, du)
        wave = np.exp(-1j * index * phi)
        ratio = np.sum((end - index * l) * wave) / np.sum((start - index * l) * wave)
        assert abs(ratio - np.exp(width_rate(phi, dl, du))) < 1e-4

rng = np.random.default_rng(3)
widths = 1 + 0.5 * rng.uniform(-1, 1, 12)
widths *= 12 * l / widths.sum()
start = np.concatenate(([0.0], np.cumsum(widths)[:-1]))
train_layers = 40.0
end = evolve(start, train_layers, *kinetics["normal barrier"])
end_widths = np.diff(np.append(end, end[0] + 12 * l))
spread_start, spread_end = widths.std(), end_widths.std()
assert spread_end < 0.2 * spread_start

# ---------- meander formula against the deformed-step solution ----------
# tolerance: terms cubic in the deformation are of relative order (amp/l)^2 = 1e-6
largest_error = 0.0
for dl, du in list(kinetics.values()) + [(2.0, 7.0)]:
    for B in (0.0, cap):
        for ql in (0.3, 1.0, 2.5):
            for phi in (0.0, 1.0, np.pi):
                formula = mode_rate(ql / l, phi, dl, du, B)
                error = abs(measured_rate(ql / l, phi, dl, du, B) - formula)
                assert error < 1e-4 * abs(formula) + 5e-6
                largest_error = max(largest_error, error / (abs(formula) + 0.05))

# sign of the in-phase flux term follows the attachment asymmetry
for ql in (0.2, 0.7, 1.5, 3.0):
    assert measured_rate(ql / l, 0, *kinetics["normal barrier"], 0.0).real > 1e-3
    assert measured_rate(ql / l, 0, *kinetics["inverted barrier"], 0.0).real < -1e-3
    assert abs(measured_rate(ql / l, 0, *kinetics["no barrier"], 0.0)) < 5e-6

# ---------- long-wave law and fastest mode ----------
dl, du = kinetics["normal barrier"]
asym = (du - dl) / (l + dl + du)
q_test = 0.1 / l
flux_only = measured_rate(q_test, 0, dl, du, 0.0).real
with_line = measured_rate(q_test, 0, dl, du, cap).real
# tolerance: the next terms are smaller by a factor of order (q l)^2 = 0.01
assert abs(flux_only / (asym * l**2 * q_test**2 / 2) - 1) < 0.01
assert abs((flux_only - with_line) / (cap * l * q_test**4) - 1) < 0.01

q_cut_long = np.sqrt(asym * l / (2 * cap))
q_max_long = q_cut_long / np.sqrt(2)
rate_long = asym**2 * l**3 / (16 * cap)
peak = minimize_scalar(lambda q: -mode_rate(q, 0, dl, du, cap).real,
                       bounds=(0.2 * q_max_long, 2 * q_max_long),
                       method="bounded", options={"xatol": 1e-10})
q_max, rate_max = peak.x, -peak.fun
q_cut = brentq(lambda q: mode_rate(q, 0, dl, du, cap).real, q_max, 3 * q_max)
phi_cut = brentq(lambda p: mode_rate(q_max, p, dl, du, cap).real, 0, np.pi)
top = measured_rate(q_max, 0, dl, du, cap).real
assert abs(top / rate_max - 1) < 1e-3
for q, phi in ((0.9 * q_max, 0), (1.1 * q_max, 0), (q_max, 0.1), (q_max, -0.1)):
    assert measured_rate(q, phi, dl, du, cap).real < top
assert measured_rate(0.98 * q_cut, 0, dl, du, cap).real > 0
assert measured_rate(1.02 * q_cut, 0, dl, du, cap).real < 0
# tolerance: the long-wave law drops a flux term of relative size l^3/(8 cap)
assert abs(rate_long / rate_max - 1) < 0.08
assert abs(q_max_long / q_max - 1) < 0.05

# ---------- which side of the step feeds a protrusion ----------
sides = {name: [part.real for part in measured_sides(q_max, 0, *pair, 0.0)]
         for name, pair in kinetics.items()}
assert sides["no barrier"][0] > 0
assert abs(sum(sides["no barrier"])) < 5e-6
assert sides["normal barrier"][0] > 5 * abs(sides["normal barrier"][1])

pair_rate = width_rate(np.pi, dl, du).real
print(f"lattice spacing a = {a} nm, terrace width l = {l} nm")
print(f"temperature = {temperature:.0f} K, kT = {kT:.5f} eV")
print(f"extra barrier E = {barrier} eV, exp(E/kT) = {boltz:.2f}")
print(f"deposition rate R = {dep_rate} ML/s, D = {D:.1e} nm^2/s")
print(f"equilibrium coverage = {theta_eq:.1e}, stiffness = {stiffness} eV/nm")
print(f"capillary length Gamma = {Gamma:.4f} nm")
print(f"capillary parameter B = {cap:.2f} nm^3, l^3/8 = {l**3/8:.3f} nm^3")
print(f"kinetic lengths: d_plus = {dl:.4f} nm, d_minus = {du:.3f} nm")
print(f"asymmetry s = (d_minus - d_plus)/(l + d) = {asym:.4f}")
print(f"step speed times l over D = {dep_rate*l*l/D:.2e}")
for name in kinetics:
    print(f"share of atoms to ascending step, {name} = {splits[name]:.4f}")
print(f"alternating width mode, normal barrier: rate = {pair_rate:.4f} per ML")
print(f"  decay by factor e in {-1/pair_rate:.3f} ML = {-1/pair_rate/dep_rate:.1f} s")
print(f"random 12-step train: width spread at start = {spread_start:.4f} nm")
print(f"  width spread after {train_layers:.0f} ML = {spread_end:.4f} nm")
print(f"fastest meander: q = {q_max:.5f} 1/nm, wavelength = {2*np.pi/q_max:.1f} nm")
print(f"  growth rate = {rate_max:.5f} per ML = {rate_max*dep_rate:.3e} 1/s")
print(f"  growth by factor e in {1/rate_max:.1f} ML = {1/rate_max/dep_rate:.0f} s")
print(f"  same rate from deformed-step solution = {top:.5f} per ML")
print(f"long-wave law: wavelength = {2*np.pi/q_max_long:.1f} nm")
print(f"long-wave law: growth rate = {rate_long:.5f} per ML")
print(f"cutoff: q_c = {q_cut:.5f} 1/nm, wavelength = {2*np.pi/q_cut:.1f} nm")
print(f"long-wave law: cutoff wavelength = {2*np.pi/q_cut_long:.1f} nm")
print(f"largest unstable phase shift at fastest q = {phi_cut:.4f} rad")
anti = mode_rate(q_max, np.pi, dl, du, cap).real
print(f"antiphase meander at fastest q: rate = {anti:.4f} per ML")
print("At fastest q, in phase, rates per ML:")
for name, pair in kinetics.items():
    low, up = sides[name]
    print(f"  {name}, no capillarity: lower side {low:+.5f}, upper side {up:+.5f}")
for name, pair in kinetics.items():
    meander = mode_rate(q_max, 0, *pair, cap).real
    pairing = width_rate(np.pi, *pair).real
    print(f"  {name}: meander {meander:+.5f}, alternating widths {pairing:+.4f}")
print(f"largest scaled error of meander formula = {largest_error:.1e}")
print("all tests passed")
```

Running it gives:

```
lattice spacing a = 0.25 nm, terrace width l = 5.0 nm
temperature = 500 K, kT = 0.04309 eV
extra barrier E = 0.2 eV, exp(E/kT) = 103.73
deposition rate R = 0.02 ML/s, D = 1.0e+07 nm^2/s
equilibrium coverage = 2.0e-06, stiffness = 0.3 eV/nm
capillary length Gamma = 0.4352 nm
capillary parameter B = 435.17 nm^3, l^3/8 = 15.625 nm^3
kinetic lengths: d_plus = 0.1250 nm, d_minus = 25.808 nm
asymmetry s = (d_minus - d_plus)/(l + d) = 0.8303
step speed times l over D = 5.00e-08
share of atoms to ascending step, normal barrier = 0.9151
share of atoms to ascending step, no barrier = 0.5000
share of atoms to ascending step, inverted barrier = 0.0849
alternating width mode, normal barrier: rate = -1.3921 per ML
  decay by factor e in 0.718 ML = 35.9 s
random 12-step train: width spread at start = 1.3473 nm
  width spread after 40 ML = 0.0044 nm
fastest meander: q = 0.04885 1/nm, wavelength = 128.6 nm
  growth rate = 0.01227 per ML = 2.454e-04 1/s
  growth by factor e in 81.5 ML = 4075 s
  same rate from deformed-step solution = 0.01227 per ML
long-wave law: wavelength = 128.7 nm
long-wave law: growth rate = 0.01238 per ML
cutoff: q_c = 0.06941 1/nm, wavelength = 90.5 nm
long-wave law: cutoff wavelength = 91.0 nm
largest unstable phase shift at fastest q = 0.1821 rad
antiphase meander at fastest q: rate = -1.4726 per ML
At fastest q, in phase, rates per ML:
  normal barrier, no capillarity: lower side +0.02317, upper side +0.00127
  no barrier, no capillarity: lower side +0.00473, upper side -0.00473
  inverted barrier, no capillarity: lower side -0.00127, upper side -0.02317
  normal barrier: meander +0.01227, alternating widths -1.3921
  no barrier: meander -0.01232, alternating widths +0.0000
  inverted barrier: meander -0.03660, alternating widths +1.3921
largest scaled error of meander formula = 3.7e-06
all tests passed
```
